# Spin Flips in Three-Photon Kapitza–Dirac Bragg Scattering

## First half: from the standing wave to one amplitude

**Q.** You say that an electron in a standing light wave can be treated as a two-state system. I see infinitely many momentum states, two spin directions and negative energies as well. Which two states, and which process connects them?

**A.** Let the wave run along $x$, with its polarization along $z$. I set $\hbar=c=1$, keep the electron mass $m$, and absorb the charge into $\mathcal A=eA_z$. In the laboratory

$$
\mathcal A(x,t)=\mathcal A_0\{\cos[k(x-t)]+\cos[k(x+t)]\},\qquad \mathcal A_0=\xi m .
$$

Each travelling wave has the dimensionless strength $\xi\ll1$. The field is classical and strictly periodic. The process absorbs two photons from the right-moving wave and emits one into the left-moving wave. Each absorption gives momentum $+k$. Emitting a left-moving photon also gives $+k$, because the photon carries $-k$ away. The electron therefore gains momentum $3k$ and energy $2k-k=k$. For initial longitudinal momentum $p_x$ and energy $E(p_x)$, resonance requires

$$
E(p_x+3k)-E(p_x)=k .
$$

This selects one initial and one final momentum. Spin doubles each of them, so there are four states at first, and the reduction to two has to come from the spin structure.

**Q.** A slow electron cannot gain energy $k$ by taking up momentum $3k$ when $k\ll m$. Where does the resonance lie?

**A.** The electron must move at about a third of the speed of light, since the energy gain is roughly velocity times $3k$. This suggests a frame moving along $+x$ with velocity $1/3$. The Doppler factors there give

$$
k_{\rm right}'=k\sqrt{\frac{1-1/3}{1+1/3}}=\frac{k}{\sqrt2}\equiv\kappa,\qquad
k_{\rm left}'=k\sqrt{\frac{1+1/3}{1-1/3}}=2\kappa .
$$

A boost along $x$ leaves $A_z$ unchanged, so in this frame

$$
\mathcal A=\mathcal A_0\{\cos[\kappa(x-t)]+\cos[2\kappa(x+t)]\}.
$$

The energy gain is $2\kappa-2\kappa=0$ and the momentum gain is $2\kappa+2\kappa=4\kappa$. Scattering is elastic, so the two longitudinal momenta have equal magnitude and differ by $4\kappa$:

$$
p_i=-2\kappa\quad\longrightarrow\quad p_f=+2\kappa .
$$

Let $q$ be the canonical momentum along $z$. It is conserved because $\mathcal A$ does not depend on $z$. Until I say otherwise, the momentum along $y$ is zero. Then

$$
E_0^2=M^2+4\kappa^2,\qquad M^2=m^2+q^2 .
$$

To return to the laboratory, use $\gamma=(1-1/9)^{-1/2}=3/(2\sqrt2)$:

$$
p_x=\gamma\left(-2\kappa+\frac{E_0}{3}\right)=\frac{E_0}{2\sqrt2}-\frac{3k}{2}.
$$

The laboratory energies are $\gamma(E_0\mp2\kappa/3)$. They differ by $4\gamma\kappa/3=\sqrt2\,\kappa=k$, as the resonance demands.

**Q.** The frame is convenient, but the electron still has spin and negative-energy states. A nonrelativistic Hamiltonian might lose terms as large as the ones you keep.

**A.** It might, because the leading terms will turn out to cancel. I therefore start from the Dirac equation. With $\boldsymbol\pi=-i\nabla-e\mathbf A$, its right- and left-handed two-component parts obey

$$
(i\partial_t-\boldsymbol\sigma\!\cdot\!\boldsymbol\pi)\phi_R=m\phi_L,\qquad
(i\partial_t+\boldsymbol\sigma\!\cdot\!\boldsymbol\pi)\phi_L=m\phi_R .
$$

Apply $i\partial_t+\boldsymbol\sigma\cdot\boldsymbol\pi$ to the first equation and use the second:

$$
\{-\partial_t^2-i[\partial_t,\boldsymbol\sigma\!\cdot\!\boldsymbol\pi]-(\boldsymbol\sigma\!\cdot\!\boldsymbol\pi)^2\}\phi_R=m^2\phi_R .
$$

The commutator is $[\partial_t,\boldsymbol\sigma\cdot\boldsymbol\pi]=-\sigma_z\partial_t\mathcal A$. The square is $\boldsymbol\pi^2-e\boldsymbol\sigma\cdot\mathbf B$, and the magnetic field has the single component $eB_y=-\partial_x\mathcal A$. Thus $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\hat p_x^2+(q-\mathcal A)^2+\sigma_y\partial_x\mathcal A$. Moving the field terms to the right gives

$$
(-\partial_t^2-\hat p_x^2-M^2)\phi_R=W\phi_R,
$$

$$
W=-2q\mathcal A+\mathcal A^2+\sigma_y\partial_x\mathcal A-i\sigma_z\partial_t\mathcal A .
$$

Nothing has been dropped. Since the equation is of second order in time, its propagators contain both signs of the energy.

**Q.** What do the two spin terms do for each wave separately?

**A.** The right-moving wave has $\partial_t\mathcal A=-\partial_x\mathcal A$, and the left-moving wave has $\partial_t\mathcal A=+\partial_x\mathcal A$. Their spin terms are $N\partial_x\mathcal A$ and $\bar N\partial_x\mathcal A$, with

$$
N=\sigma_y+i\sigma_z,\qquad \bar N=\sigma_y-i\sigma_z .
$$

Because $\sigma_y^2=\sigma_z^2=1$, $\{\sigma_y,\sigma_z\}=0$ and $[\sigma_y,\sigma_z]=2i\sigma_x$,

$$
N^2=\bar N^2=0,\qquad N\bar N=2+2\sigma_x,\qquad \bar NN=2-2\sigma_x .
$$

Also $N\sigma_x=\sigma_y\sigma_x+i\sigma_z\sigma_x=-i\sigma_z-\sigma_y=-N$, hence $N\bar NN=N(2-2\sigma_x)=4N$.

**Q.** Before you reach third order there is second order. It should shift the levels by much more than your coupling.

**A.** It does shift them, but by the same amount in this frame. The average of $\mathcal A^2$ is $\mathcal A_0^2/2$ from each wave, together $\mathcal A_0^2$. The remaining second-order terms absorb and emit the same photon, in either order. For a wave of frequency $\kappa_j$ and spin matrix $N_j$, the two vertices are $(\mathcal A_0/2)(-2q\pm i\kappa_jN_j)$. Their product is $\mathcal A_0^2q^2$, since the linear terms cancel and $N_j^2=0$.

The two orders have opposite denominators. Adding or subtracting a photon four-momentum, whose square is zero, changes $E^2-p_x^2$ by plus or minus the same scalar product. The pair cancels, and to second order

$$
M^2\longrightarrow M^2+\mathcal A_0^2 .
$$

Both momenta $\pm2\kappa$ receive the same energy shift, so the elastic resonance stays in place at this order. The increase of $E_0$ inside the third-order amplitude would be a fifth-order correction, and I omit it there.

**Q.** How do you turn a second-order equation in time into a coupling of two amplitudes?

**A.** Write each component of $\phi_R$ as $e^{ipx-iEt}$ times a slow two-spinor. For a nonresonant component the left side is $D=E^2-p^2-M^2$ times that spinor, so its amplitude is $W/D$ acting on the preceding one. For the final resonant component $D=0$, and the slow time derivative survives:

$$
2iE_0\dot\phi_f=T\phi_i .
$$

I have neglected the second derivative of the slow spinor. Here $T$ is the sum of all products of vertices and factors $1/D$ that lead from $i$ to $f$. The lowest order is third, because zero energy gain and momentum gain $4\kappa$ require a net absorption of two photons $\kappa$ and a net emission of one photon $2\kappa$.

**Q.** Then show me the vertices with their factors of two.

**A.** Split each cosine into two exponentials. Absorbing a right-moving photon uses $e^{i\kappa(x-t)}/2$, so $\partial_x$ gives $i\kappa$. Emitting a left-moving photon uses $e^{2i\kappa(x+t)}/2$, so $\partial_x$ gives $2i\kappa$. The vertices are $\mathcal A_0V_1/2$ and $\mathcal A_0V_2/2$, with

$$
V_1=-2q+i\kappa N,\qquad V_2=-2q+2i\kappa\bar N .
$$

The term $\mathcal A^2$ absorbs two right-moving photons with coefficient $\mathcal A_0^2/4$. It absorbs one and emits the other kind with coefficient $\mathcal A_0^2/2$, because the cross product occurs twice. I take out a common factor and write $T=\mathcal A_0^3t/8$. In $t$ the first kind of $\mathcal A^2$ vertex then has weight 1 and the second kind weight 2.

After $n$ absorptions and $l$ emissions the energy is $E_0+(n-2l)\kappa$ and the momentum is $(-2+n+2l)\kappa$. With $E_0^2=M^2+4\kappa^2$ the four denominators are

$$
\begin{aligned}
D_{10}&=2\kappa E_0+\kappa^2-\kappa^2+4\kappa^2=2\kappa u,\\
D_{20}&=4\kappa E_0+4\kappa^2+4\kappa^2=4\kappa u,\\
D_{01}&=-4\kappa E_0+4\kappa^2+4\kappa^2=-4\kappa v,\\
D_{11}&=-2\kappa E_0+\kappa^2-\kappa^2+4\kappa^2=-2\kappa v,
\end{aligned}
$$

where $u=E_0+2\kappa$ and $v=E_0-2\kappa$. Two identities follow:

$$
uv=M^2,\qquad \frac1u-\frac1v=-\frac{4\kappa}{M^2}.
$$

**Q.** I see opposite signs. Is this the cancellation you mentioned?

**A.** Yes. For $\kappa\to0$ the quantities $u$ and $v$ coincide, and the large terms of order $1/\kappa$ cancel. The recoil leaves a finite remainder. The four orderings that contain $\mathcal A^2$ give

$$
\begin{aligned}
t_2&=V_2\left(\frac1{D_{20}}+\frac1{D_{01}}\right)+2V_1\left(\frac1{D_{10}}+\frac1{D_{11}}\right)\\
&=\left(\frac{V_2}{4\kappa}+\frac{V_1}{\kappa}\right)\left(\frac1u-\frac1v\right)
=-\frac{V_2+4V_1}{M^2}.
\end{aligned}
$$

Since $2\bar N+4N=6\sigma_y+2i\sigma_z$, we have $V_2+4V_1=-10q+6i\kappa\sigma_y-2\kappa\sigma_z$, and

$$
t_2=\frac{10q-6i\kappa\sigma_y+2\kappa\sigma_z}{M^2}.
$$

**Q.** Three single-photon vertices carry two small denominators. Surely those terms diverge as $1/\kappa^2$.

**A.** Individually they do. Operators acting later stand further left, so the three orderings are

$$
t_3=\frac{V_2V_1V_1}{8\kappa^2u^2}-\frac{V_1V_2V_1}{4\kappa^2uv}+\frac{V_1V_1V_2}{8\kappa^2v^2}.
$$

From $N^2=0$ follows $V_1V_1=4q^2-4iq\kappa N$. Define the part common to all three products,

$$
C=-8q^3+8iq^2\kappa(N+\bar N)=-8q^3+16iq^2\kappa\sigma_y .
$$

Multiplication then gives

$$
\begin{aligned}
V_2V_1V_1&=C+8q\kappa^2\bar NN,\\
V_1V_1V_2&=C+8q\kappa^2N\bar N,\\
V_1V_2V_1&=C+4q\kappa^2(N\bar N+\bar NN)-2i\kappa^3N\bar NN\\
&=C+16q\kappa^2-8i\kappa^3N .
\end{aligned}
$$

The common part is multiplied by a perfect square:

$$
\frac{C}{8\kappa^2}\left(\frac1u-\frac1v\right)^2=\frac{2C}{M^4}.
$$

The terms quadratic in the spin vertices give

$$
\begin{aligned}
&q\left(\frac{2-2\sigma_x}{u^2}+\frac{2+2\sigma_x}{v^2}\right)-\frac{4q}{uv}\\
&\quad=2q\left(\frac1u-\frac1v\right)^2+2q\sigma_x\frac{u^2-v^2}{u^2v^2}
=\frac{32q\kappa^2+16q\kappa E_0\sigma_x}{M^4},
\end{aligned}
$$

because $u^2-v^2=8\kappa E_0$. The cubic term gives $+2i\kappa N/M^2=(2i\kappa\sigma_y-2\kappa\sigma_z)/M^2$. Its $\sigma_z$ part cancels the one in $t_2$. Adding everything,

$$
t=a+ib\,\sigma_y+c\,\sigma_x,
$$

$$
\begin{aligned}
a&=\frac{2q(5M^2-8q^2+16\kappa^2)}{M^4},\\
b&=-\frac{4\kappa(M^2-8q^2)}{M^4},\qquad
c=\frac{16q\kappa E_0}{M^4}.
\end{aligned}
$$

For $a$, the three contributions were $10q/M^2$, $-16q^3/M^4$ and $32q\kappa^2/M^4$. For $b$, they were $-6\kappa/M^2$, $+2\kappa/M^2$ and $+32q^2\kappa/M^4$.

**Q.** Then $a$ preserves the spin, and I only have to set $a=0$.

**A.** Not yet. The matrix $t$ acts on right-handed components, which mix spin with motion. The electron enters and leaves with different momenta, so the translation into spin states differs at the two ends.

## Second half: spin, the zeros and a worked case

**Q.** Restate what you are using before you translate anything.

**A.** In the frame moving at velocity $1/3$, with $\hbar=c=1$, the wave frequencies are $\kappa=k/\sqrt2$ and $2\kappa$. The electron goes from $p_i=-2\kappa$ to $p_f=2\kappa$ at transverse momentum $q$ along the polarization $z$. The magnetic field lies along $y$. With $M^2=m^2+q^2$ and $E_0^2=M^2+4\kappa^2$, the right-handed components obey

$$
2iE_0\dot\phi_f=\frac{\mathcal A_0^3}{8}(a+ib\sigma_y+c\sigma_x)\phi_i,\qquad \mathcal A_0=\xi m,
$$

$$
\begin{aligned}
a&=\frac{2q(5M^2-8q^2+16\kappa^2)}{M^4},\\
b&=-\frac{4\kappa(M^2-8q^2)}{M^4},\qquad
c=\frac{16q\kappa E_0}{M^4}.
\end{aligned}
$$

**Q.** And what is "spin" for a moving electron?

**A.** I use the spin in the electron's rest frame, reached by a boost without rotation. Let $\chi$ be its two-spinor. A free positive-energy Dirac spinor has upper part $(E+m)\chi$ and lower part $\boldsymbol\sigma\cdot\mathbf p\,\chi$, divided by $\sqrt{2E(E+m)}$. The right-handed part is their sum divided by $\sqrt2$:

$$
\phi_R=\frac{R(\mathbf p)\chi}{\sqrt{2E}},\qquad
R(\mathbf p)=\frac{E+m+\boldsymbol\sigma\cdot\mathbf p}{\sqrt{2(E+m)}} .
$$

Since $\mathbf p^2=(E-m)(E+m)$, $R(\mathbf p)R(-\mathbf p)=m$, so $R(\mathbf p)^{-1}=R(-\mathbf p)/m$. Both ends have energy $E_0$, and therefore

$$
i\dot\chi_f=gK\chi_i,\qquad g=\frac{\mathcal A_0^3}{16E_0},\qquad K=R_f^{-1}tR_i .
$$

Write $\varepsilon=E_0+m$. Then

$$
K=\frac{(\varepsilon-2\kappa\sigma_x-q\sigma_z)\,t\,(\varepsilon-2\kappa\sigma_x+q\sigma_z)}{2m\varepsilon}.
$$

**Q.** You have a $\sigma_x$ term in $t$, and this product will make more of them. That would spoil a simple flip.

**A.** They cancel. Moving $\sigma_y$ or $\sigma_x$ to the left through the first bracket reverses the sign of each Pauli matrix with which it anticommutes. The numerators for the three parts of $t$ are

$$
\begin{aligned}
1:&\quad \varepsilon^2+4\kappa^2-q^2-4\varepsilon\kappa\sigma_x+4i\kappa q\sigma_y,\\
i\sigma_y:&\quad i\sigma_y(\varepsilon^2+q^2-4\kappa^2)-2\varepsilon q\sigma_x+4\kappa q,\\
\sigma_x:&\quad \sigma_x(\varepsilon^2+4\kappa^2+q^2)-4\varepsilon\kappa-2i\varepsilon q\sigma_y .
\end{aligned}
$$

Because $4\kappa^2+q^2=E_0^2-m^2=\varepsilon(E_0-m)$, the last bracket is $2\varepsilon E_0$. The total coefficient of $\sigma_x$ is thus $2\varepsilon(E_0c-2\kappa a-qb)$. But

$$
2\kappa a+qb=\frac{4q\kappa(4M^2+16\kappa^2)}{M^4}=\frac{16q\kappa E_0^2}{M^4}=E_0c ,
$$

so it vanishes. What remains is $K=\alpha+i\beta\sigma_y$ with real $\alpha,\beta$.

For $\alpha$, insert $c=(2\kappa a+qb)/E_0$:

$$
2m\varepsilon\alpha=a\left(2\varepsilon E_0-2q^2-\frac{8\varepsilon\kappa^2}{E_0}\right)+4\kappa qb\left(1-\frac{\varepsilon}{E_0}\right).
$$

The second bracket is $-m/E_0$. With $4\kappa^2=E_0^2-M^2$, the first is $2(\varepsilon M^2-q^2E_0)/E_0=2m(\varepsilon m+q^2)/E_0$.

For $\beta$, the same substitution gives

$$
2m\varepsilon\beta=-\frac{4m\kappa qa}{E_0}+b\left(2\varepsilon E_0-8\kappa^2-\frac{2\varepsilon q^2}{E_0}\right).
$$

Here $2\varepsilon E_0-8\kappa^2=2mE_0+2M^2$. The bracket becomes $2m(\varepsilon E_0-q^2)/E_0$, and $\varepsilon E_0-q^2=\varepsilon m+4\kappa^2$. Hence

$$
\begin{aligned}
\alpha&=\frac{a(\varepsilon m+q^2)-2\kappa qb}{\varepsilon E_0},\\
\beta&=\frac{b(\varepsilon m+4\kappa^2)-2\kappa qa}{\varepsilon E_0}.
\end{aligned}
$$

**Q.** There are still four states. Where is the two-state problem?

**A.** Choose spin along $B$, so that $\sigma_y=s=\pm1$. Each $s$ couples one initial state to one final state with strength $g(\alpha+is\beta)$. Both values of $s$ have the same magnitude, hence the same Rabi frequency

$$
\Omega=2g\sqrt{\alpha^2+\beta^2}.
$$

On resonance, Hermiticity gives the reverse coupling $gK^\dagger$, and $K^\dagger K=\alpha^2+\beta^2$. The solution starting in the initial momentum state is

$$
\chi_f(t)=-i\sin\frac{\Omega t}{2}\;\frac{\alpha+i\beta\sigma_y}{\sqrt{\alpha^2+\beta^2}}\,\chi_i(0).
$$

For initial spin along $z$, the scattered electron is flipped with probability $\beta^2/(\alpha^2+\beta^2)$. The same holds for any axis perpendicular to $B$, since $\sigma_y$ reverses each such spin. Spin along $B$ is not flipped for any $q$; it acquires a phase.

**Q.** Now I may ask for the transverse momentum at which $\alpha$ vanishes.

**A.** It is $q=0$: both $a$ and the product $qb$ contain the factor $q$. There, $\beta=b=-4\kappa/m^2$, because $\varepsilon m+4\kappa^2=\varepsilon E_0$ when $q=0$. The scattering continues, and it reverses every spin perpendicular to $B$.

**Q.** That could be an accident of third order. A fifth-order term might restore the spin-preserving part.

**A.** A mirror symmetry forbids it. Let $S=\beta_{\rm D}\Sigma_z$, where $\beta_{\rm D}$ is the Dirac mass matrix and $\Sigma_z$ the four-component spin matrix. It commutes with $\alpha_x,\alpha_y,\beta_{\rm D}$ and anticommutes with $\alpha_z$. At $q=0$ the Hamiltonian is

$$
H=\alpha_x\hat p_x+\alpha_yp_y+\beta_{\rm D}m-\alpha_z\mathcal A ,
$$

so $SHS$ is the same Hamiltonian with $\mathcal A\to-\mathcal A$. On free spinors with $q=0$, $S$ replaces $\chi$ by $\sigma_z\chi$. In the laboratory every vertex changes the momentum by $\pm k$, so a gain of $3k$ takes an odd number of vertices at any order. The transition matrix $K$ therefore changes sign with $\mathcal A$, which gives $\sigma_zK\sigma_z=-K$. Its diagonal elements in the $z$ basis vanish to all orders, even if $p_y\ne0$.

For $p_y=0$ the matrix $\beta_{\rm D}\Sigma_y$ commutes with the whole Hamiltonian at any $q$. Then $K$ can contain 1 and $\sigma_y$ alone, which is why the $\sigma_x$ terms had to cancel.

**Q.** How narrow is the zero? No beam has $q=0$ exactly.

**A.** For $q,\kappa\ll m$, the formulas reduce to $\alpha\simeq10q/m^2$ and $\beta\simeq-4\kappa/m^2$. With $\kappa^2=k^2/2$,

$$
P_{\rm flip\,|\,scattered}\simeq\frac{16\kappa^2}{16\kappa^2+100q^2}=\frac{2k^2}{2k^2+25q^2}.
$$

Flip and preservation are equal at $|q|=\sqrt2\,k/5$, a fraction of one photon momentum.

**Q.** Your $\alpha$ has a second factor. Does it vanish anywhere?

**A.** It does, at relativistic transverse momentum. For $\kappa\to0$, $\alpha\to a$, and the factor is $5M^2-8q^2=5m^2-3q^2$. This gives

$$
q=\pm\sqrt{5/3}\,m\simeq\pm1.291\,m .
$$

There $M^2=8m^2/3$, so $b\to6\kappa/m^2$ and $\beta\to bm/E_0\simeq3.67\,\kappa/m^2$. The coupling does not vanish with $\alpha$. Unlike the zero at $q=0$, this pair is a result of third order, and I have no symmetry that fixes it.

**Q.** You found both zeros in a moving frame. My spin detector stands in the laboratory.

**A.** At $q=0$ the boost is parallel to both momenta and causes no spin rotation, so that zero is the same in both frames. At $q\ne0$ the boost rotates the two rest-frame spins about $y$ by slightly different angles. Then $K$ is multiplied by a factor $e^{i\delta\sigma_y}$, and $\alpha$ becomes $\alpha\cos\delta-\beta\sin\delta$. The angle $\delta$ vanishes with $\kappa$, because the two momenta then coincide. Since $\beta$ is also of order $\kappa$, the relativistic zero moves by order $\kappa^2$.

The laboratory energies differ, so $2E_0$ in the coupling is replaced by $2\sqrt{E_iE_f}$. At $q=0$,

$$
\Omega_{\rm lab}=\frac{\xi^3mk}{2\sqrt2\,\sqrt{E_iE_f}}\longrightarrow\frac{\xi^3k}{3}\qquad(k\ll m),
$$

because $E_i$ and $E_f$ both approach $\gamma m=3m/(2\sqrt2)$.

**Q.** A frequency of order $\xi^3k$ is small. Will a level shift not switch the resonance off?

**A.** It can. If the dressed levels differ by $\Delta$, the two-state Hamiltonian, measured from their mean, has diagonal elements $\mp\Delta/2$ and an off-diagonal element of magnitude $\Omega/2$. Its square is $(\Omega^2+\Delta^2)/4$, so

$$
P(t)=\frac{\Omega^2}{\Omega^2+\Delta^2}\sin^2\frac{\sqrt{\Omega^2+\Delta^2}\,t}{2}.
$$

The second-order shift is common in the elastic frame. Odd orders cannot return the electron to the same state, so a difference can first appear in fourth order. It then grows as $\xi^4$, faster than $\Omega$, and must be removed by tuning $p_x$.

**Q.** Put numbers to it.

**A.** Take 10 keV photons and $\xi=0.01$ in each wave. These are round model parameters. The field amplitude of one wave is $\xi mc\omega/e$, and $\tfrac12\epsilon_0c$ times its square is $8.9\times10^{21}\ \mathrm{W/cm^2}$. In units of $mc$, with $mc^2=511.0$ keV, $k=0.01957$ and $\kappa=0.01384$.

At $q=0$ the bare resonance condition gives $p_x=165.73$ keV/$c$ before and $195.73$ keV/$c$ after scattering. The energies are $537.20$ and $547.20$ keV, one photon energy apart. Therefore

$$
\hbar\Omega=\frac{10^{-6}\times511.0\times10}{2\sqrt2\,\sqrt{537.20\times547.20}}\ \mathrm{keV}
=3.33\times10^{-6}\ \mathrm{keV},
$$

or $\Omega=5.06\times10^{12}$ rad/s. A complete flip takes $\pi/\Omega=0.62$ ps.

**Q.** And the tuning?

**A.** The increase of the mass term raises the resonant $p_x$ by about $\xi^2mc/(4\sqrt2)=9.03$ eV/$c$. For the rest I diagonalized the Dirac Hamiltonian in a basis of electron momenta and exchanged photon numbers, with both signs of the energy. The four eigenvectors closest to the free initial and final states, projected onto those states and orthonormalized, give a $4\times4$ effective Hamiltonian.

Its diagonal shows $\Delta/\Omega=-0.25$ at the mass-corrected momentum, which limits the transfer to $1/(1+0.25^2)\simeq0.94$. A further shift of $0.017$ eV/$c$ removes this detuning. Its off-diagonal element gives a Rabi frequency that differs from the formula by about $0.02\%$ of the formula's value.

The momentum tolerance is severe. An offset of $0.068$ eV/$c$ in $p_x$ makes $|\Delta|=\Omega$ and halves the maximum transfer. That is about $4\times10^{-7}$ of $p_x$.

**Q.** What about the transverse tolerance?

**A.** At $q=1$ keV/$c$ the small-$q$ formula gives $200/(200+25)=0.889$ for the flipped share. The shares are equal at $q=2.83$ keV/$c$. These are shares among the scattered electrons. How many scatter depends on the resonance as well: $M^2$ contains $q^2$, so the resonant $p_x$ rises by about $q^2/(4\sqrt2\,mc)$. At fixed $p_x$ this equals the offset of $0.068$ eV/$c$ already at $|q|\simeq0.44$ keV/$c$. At $q=1$ keV/$c$ it is $0.35$ eV/$c$, and $p_x$ must be retuned. A momentum along $y$ shifts the resonance in the same way. The relativistic zero, found as a numerical root of $\alpha$ for this $\kappa$, lies at $1.2911\,mc$ in both frames to the digits given, or about $660$ keV/$c$.

I would not apply that last value to $\xi=0.01$ without a further calculation. One absorbed photon admixes a state with relative amplitude of about $\xi mq/(2\kappa u)\simeq0.28$ at this $q$, which is not small. The root belongs to the weak-field limit.

**Q.** Does a real time evolution show the flip, or is it a property of your effective matrix?

**A.** I followed the Dirac equation in time for a stronger case, $k=0.1\,mc/\hbar$ and $\xi=0.03$, at $q=0$ and tuned $p_x$. The calculation used 14 momentum components and a split-step propagator for one light period, raised to the required power. The field was switched on suddenly. After $56\,047$ periods, half a Rabi cycle by the formula, the probability of being scattered with reversed $z$ spin was $0.999$. The probability of being scattered with preserved spin was zero in the computed result, as the mirror symmetry requires.

**Q.** When does the two-state description fail?

**A.** It needs $\Omega$ to be small compared with the detuning of other momentum states. In the elastic frame the next states with no net energy exchange lie at $\pm6\kappa$, and in the 10 keV case $\Omega$ is $2.3\times10^{-6}$ of their detuning. The nonresonant admixtures must also be small. At $q=0$ a single-photon spin vertex divided by its denominator gives at most about $\xi/2=0.005$, and the crossed $\mathcal A^2$ term gives about $\xi^2m/(4\kappa)\simeq0.002$.

The classical periodic field leaves out emission into other modes, the pulse shape and the transverse profile. The first omission is not small in the 10 keV case. With the fine-structure constant $\alpha_{\rm f}\simeq1/137$, the Thomson cross-section $8\pi\alpha_{\rm f}^2/(3m^2)$ times the photon flux $\xi^2m^2k/(8\pi\alpha_{\rm f})$ of one wave gives a scattering rate $\alpha_{\rm f}\xi^2k/3$ for an electron at rest. For an electron moving along $x$ with velocity $v\simeq1/3$, the rates of the two waves are multiplied by $1-v$ and $1+v$, so their sum is unchanged. During the flip time $\pi/\Omega\simeq3\pi/(\xi^3k)$ the two waves together give about $2\pi\alpha_{\rm f}/\xi\simeq4.6$ scattered photons (about $4.4$ with the Klein–Nishina cross-section), and the recoil from one of them is normally enough to leave the resonance. The numbers above therefore describe the coherent dynamics in a classical field, not a complete experiment.

Beam spread enters through the momentum tolerances above, and the one along the wave is by far the tightest.
